\section*{Why reflection-to-transmission ratios add across a stack of identical interfaces}

\section{What symmetry fixes}

Heat carriers cross $N$ identical parallel interfaces. Each interface passes a fraction $t$ of the energy flux that reaches it, from either side, and reflects the rest, $r=1-t$, with $0<t\le1$. The same medium fills all the gaps and both ends. Nothing is absorbed, and carriers do not scatter inside the gaps. Transport is steady, and fluxes add where streams meet; wave amplitudes do not. What fraction $T_N$ of the incident flux gets through?

The answer is dimensionless, and $t$ and $N$ are the dimensionless data. The gap thickness cannot enter: without phases or scattering in the gaps, there is no second length to compare it with.

Symmetry says more. Take any element, one interface or a group of them, with flux $a$ arriving from the left and $b$ from the right. All outgoing fluxes are linear in $a$ and $b$. If $a=b$, the element sits in equilibrium: the rightward flux $J^+$ is the same on both sides and the net flux $F$ vanishes. Both the drop of $J^+$ across the element and $F$ are therefore proportional to $a-b$, and so to each other:
\begin{equation}
J^+_{\rm left}-J^+_{\rm right}=\rho F .
\label{eq:rho}
\end{equation}
The number $\rho$ belongs to the element alone. In series, $F$ is common and the drops add, so the $\rho$'s add, as resistances do.

To find $\rho$, send unit flux from the left and none from the right onto an element of transmission $T$. Then $J^+$ falls from $1$ to $T$, and $F=T$, so
\begin{equation}
\rho=\frac{1-T}{T}.
\label{eq:ratio}
\end{equation}
The additive quantity is reflection over transmission. It vanishes for $T=1$, as it must, since a perfectly transparent interface adds nothing. The quantity $1/T$ fails this test. The sections below build the same result from individual reflections.

\section{Two interfaces}

Let the transmissions be $t_1,t_2$ and the reflections $r_i=1-t_i$. A carrier that gets through crosses interface 1, makes $k=0,1,2,\dots$ round trips in the gap, and crosses interface 2. Each round trip costs a factor $r_2r_1$. Fluxes add, so
\begin{equation}
T_{12}=t_1t_2\sum_{k=0}^{\infty}(r_1r_2)^k=\frac{t_1t_2}{1-r_1r_2}.
\label{eq:two}
\end{equation}
The reflected part is $1-T_{12}=(1-r_1r_2-t_1t_2)/(1-r_1r_2)$. Inserting $t_1t_2=(1-r_1)(1-r_2)=1-r_1-r_2+r_1r_2$ in the numerator gives
\begin{align}
\frac{1-T_{12}}{T_{12}}
&=\frac{r_1+r_2-2r_1r_2}{t_1t_2}
=\frac{r_1(1-r_2)+r_2(1-r_1)}{t_1t_2}\nonumber\\
&=\frac{r_1t_2+r_2t_1}{t_1t_2}
=\frac{r_1}{t_1}+\frac{r_2}{t_2}.
\end{align}
For equal interfaces, $1-r^2=(1-r)(1+r)=t(2-t)$, and \eqref{eq:two} becomes $T_2=t/(2-t)$.

\emph{Limits.} If $t_2=1$, then $T_{12}=t_1$. For equal and nearly opaque interfaces, $T_2\approx t/2$, far above the product $t^2$. A carrier caught between two nearly opaque interfaces is reflected many times, so its chances of leaving by either side are nearly equal, and about half of those that enter get through.

\section{$N$ interfaces}

Number the gaps $j=0,\dots,N$, where $0$ and $N$ are the two outer regions. Let $J^\pm_j$ be the fluxes to the right and left in gap $j$. Interface $j$ separates gaps $j-1$ and $j$, and its outgoing fluxes are
\begin{align}
J^+_j&=tJ^+_{j-1}+rJ^-_j, \label{eq:b1}\\
J^-_{j-1}&=rJ^+_{j-1}+tJ^-_j. \label{eq:b2}
\end{align}
Add the two lines and use $t+r=1$: $J^+_j+J^-_{j-1}=J^+_{j-1}+J^-_j$. Rearranged, this says that $F=J^+_j-J^-_j$ is the same in every gap. From \eqref{eq:b2},
\begin{equation}
F=J^+_{j-1}-J^-_{j-1}=(1-r)J^+_{j-1}-tJ^-_j=t\,(J^+_{j-1}-J^-_j),
\end{equation}
and from \eqref{eq:b1},
\begin{equation}
J^+_{j-1}-J^+_j=(1-t)J^+_{j-1}-rJ^-_j=r\,(J^+_{j-1}-J^-_j)=\frac rt F .
\label{eq:drop}
\end{equation}
Now sum \eqref{eq:drop} over $j=1,\dots,N$; the left side telescopes to $J^+_0-J^+_N$. With unit flux incident from the left, $J^+_0=1$. Nothing enters from the right, so $J^-_N=0$ and $F=J^+_N=T_N$. Hence
\begin{equation}
1-T_N=N\frac{1-t}{t}\,T_N
\quad\Longrightarrow\quad
T_N=\frac{t}{t+N(1-t)} .
\label{eq:main}
\end{equation}
For unlike interfaces in the same medium, $Nr/t$ becomes $\sum_j r_j/t_j$, whatever their order. Transmissions $0.3$, $0.8$, $0.55$ and $0.9$, for instance, give a total ratio of $3.51$, of which the first supplies $0.7/0.3=2.33$.

\emph{Limits.} $N=1$ returns $t$, and $N=2$ returns $t/(2-t)$. For $N(1-t)\ll1$, $T_N\approx1-N(1-t)$: single reflections simply add. For $N(1-t)\gg t$, $T_N\approx t/[N(1-t)]$, the $1/N$ decay of diffusion. The product $t^N$ counts only carriers that are never reflected. The rule $t/N$, which comes from adding $1/t$, is right for $t\to0$ but fails at $t=1$.

\section{A change of medium}

Suppose the layers alternate between media $A$ and $B$, with transmission $t_{AB}$ from $A$ to $B$ and $t_{BA}$ back. These may differ, and then equilibrium no longer means equal $J^+$ on both sides of an interface. For one layer of $B$ inside $A$, the sum over round trips gives
\begin{equation}
T=\frac{t_{AB}t_{BA}}{1-(1-t_{BA})^2}=\frac{t_{AB}}{2-t_{BA}},
\qquad
\frac{1-T}{T}=\frac{(1-t_{AB})+(1-t_{BA})}{t_{AB}} ,
\end{equation}
because both reflections inside the layer occur on the $B$ side. The whole layer has $A$ on both sides, so \eqref{eq:rho} applies to it and the ratios of successive layers add. When $t_{AB}=t_{BA}=t$, the ratio of one layer is $2(1-t)/t$, as \eqref{eq:main} gives for its two interfaces.

\section{From flux to thermal conductance}

Let the carriers have heat capacity $C$ per volume and one speed $v$. A reservoir warmer by $\theta$ holds extra energy density $C\theta$, spread evenly over directions. With $\mu$ the cosine of the angle to the normal, a fraction $d\mu/2$ of the carriers lies in $d\mu$, so the extra flux emitted to one side is
\begin{equation}
\int_0^1 C\theta\,v\mu\,\frac{d\mu}{2}=\frac{Cv}{4}\theta\equiv G_b\theta .
\end{equation}
Here $G_b$ is the ballistic conductance per area. Let the reservoirs absorb all arriving flux and differ by a small $\Delta T$, and measure fluxes and temperatures from the cold side. Then $J^+_0=G_b\Delta T$, the heat flux is $q=G_bT_N\Delta T$, and by \eqref{eq:main}
\begin{equation}
\frac1G=\frac{\Delta T}{q}=\frac{1}{G_bT_N}=\frac1{G_b}+N\,\frac{1-t}{t\,G_b}.
\label{eq:G}
\end{equation}

To see where the temperature drops, define a local temperature through the energy density. If each stream fills its half-space of directions evenly, its mean $\mu$ is $1/2$ and its energy density is $2J^\pm/v$. Setting $C\theta_j=2(J^+_j+J^-_j)/v$ gives
\begin{equation}
\theta_j=\frac{J^+_j+J^-_j}{2G_b}.
\end{equation}
Across an interface $J^+$ falls by $(r/t)q$, and so does $J^-$, since their difference is constant. The jump is therefore $2(r/t)q/(2G_b)$, and one interface has conductance
\begin{equation}
G_i=\frac{q}{\theta_{j-1}-\theta_j}=G_b\,\frac{t}{1-t}.
\end{equation}
At the hot reservoir, $\Delta T-\theta_0=J^+_0/G_b-(J^+_0+J^-_0)/(2G_b)=q/(2G_b)$. At the cold one, $J^-_N=0$ gives $\theta_N=q/(2G_b)$. The two contacts together make up the term $1/G_b$ in \eqref{eq:G}.

\emph{Limit.} For $t\to1$, $G_i\to\infty$: an imaginary plane in a uniform medium causes no jump. The product $G_bt$ stays finite there, because it is the conductance of one interface together with both contacts.

\section{Ten grain boundaries}

Take $N=10$ and $t=0.70$, with boundaries $10$~nm apart and reservoirs next to the outer ones. Round parameters in the rough regime of silicon near $300$~K are $C=1.0$~MJ/(m$^3$\,K), $v=2000$~m/s and a mean free path $\Lambda=200$~nm. Phonons carry the heat in silicon, and this single mean free path is much longer than $10$~nm. Real phonon paths are widely spread, a limit taken up in the last section. With $\Delta T=10$~K,
\begin{align}
\frac{1-t}{t}&=\frac{0.30}{0.70}=0.4286, &
T_{10}&=\frac1{1+4.286}=0.189,\nonumber\\
G_b&=\frac{10^6\times2000}{4}=500~\frac{\rm MW}{\rm m^2K}, &
G_i&=\frac{500}{0.4286}=1167~\frac{\rm MW}{\rm m^2K},\nonumber\\
G&=500\times0.1892=94.6~\frac{\rm MW}{\rm m^2K}, &
q&=94.6\times10=946~\frac{\rm MW}{\rm m^2}.\nonumber
\end{align}
The total resistance is $10.6$~m$^2$\,K/GW. Each boundary takes $946/1167=0.811$~K, ten take $8.11$~K, and each contact takes $0.946$~K, which accounts for the $10$~K. The product rule would give $t^{10}=0.028$ and the rule $t/N$ would give $0.070$, both far too small.

\section{When do waves obey the flux rule?}

Consider one wave channel, with transmission amplitude $\sqrt t$ and reflection amplitude $i\sqrt r$ at each interface. For two interfaces and phase $\varphi$ per crossing of the gap, a round trip contributes $(i\sqrt r)^2e^{2i\varphi}=-re^{2i\varphi}$, so
\begin{equation}
T(\varphi)=\frac{t^2}{|1+re^{2i\varphi}|^2}
=t^2\Big|\sum_k(-r)^ke^{2ik\varphi}\Big|^2 .
\end{equation}
Averaging over $\varphi$ removes the cross terms and leaves $t^2\sum_kr^{2k}=t^2/(1-r^2)$, the flux result. Phase averaging is enough for $N=2$.

It is not enough for $N=3$. From here on, take the phases of different gaps to be independent and uniform, as for gap widths that vary at random by a wavelength or more. Let the first two interfaces, at fixed phase, transmit $T_a$. Averaging over the second phase in the same way gives
\begin{equation}
f(T_a)=\frac{T_at}{1-(1-T_a)(1-t)}=\frac{T_at}{t+rT_a},\qquad
f'(T_a)=\frac{t^2}{(t+rT_a)^2}.
\end{equation}
For $r>0$ the slope falls as $T_a$ grows, so $f$ is concave, and the average of $f(T_a)$ over the first phase lies below $f$ at the average $T_a$, which is the flux result. For $t=0.70$, numerical averaging over a grid of both phases gives $0.425$ against $0.4375$.

The logarithm shows what happens for larger $N$. Adding an interface to a stack of transmission $T_a$ gives $\ln T=\ln T_a+\ln t-\ln|1-z|^2$, where $|z|=\sqrt{(1-T_a)r}<1$ and the phase of $z$ is uniform. Since $\ln|1-z|^2=-2\,{\rm Re}\sum_{k\ge1}z^k/k$ averages to zero,
\begin{equation}
\langle\ln T\rangle=N\ln t .
\end{equation}
The geometric mean is $t^N$, here $0.028$: for a single coherent channel, the product rule describes the typical transmission. The waves are localized. The arithmetic mean over $40\,000$ random sets of phases is $0.117$, still well below $0.189$. This rests on independent phases. For exactly equal gaps all phases coincide, the stack has pass bands in which $T$ does not decay with $N$, and the average over the common phase is about $0.45$ for $N=10$, above the flux result instead of below it.

Mixing among many channels restores the flux rule, provided that their number far exceeds $N(1-t)/t$; in longer stacks the waves localize again. As a model, let $M$ channels meet ten interfaces of equal $t$, and let a random unitary matrix mix them in each gap, with its transpose acting on the way back, as reciprocity requires. Averages over $300$ random stacks give $T=0.1833$ for $M=20$ and $0.1863$ for $M=40$, against $0.1892$. The deficit times $M$ is $0.12$ in both cases, with a sampling error of about $0.02$. This is consistent with a $1/M$ correction, though two sizes do not prove that law.

For phonons, take a rough wavelength $\lambda=2$~nm and a patch of width $w=90$~nm, the distance between the outer boundaries. Wavevectors in the plane fill a disc of area $\pi(2\pi/\lambda)^2$ with density $w^2/(2\pi)^2$, so $M=\pi w^2/\lambda^2\approx6400$ per polarization. If the boundaries mix these channels well, extrapolation as $1/M$ lowers $T_{10}$ by about $0.01\%$ of its value. Smooth, flat boundaries that preserve each channel would not allow this estimate.

\section{Other neglected effects}

\paragraph{Unequal channels.} Write $T_N=t/[N-(N-1)t]$. Its slope, $N/[N-(N-1)t]^2$, increases with $t$ for $N>1$, so $T_N$ is convex in $t$. If channels do not mix, the average of $T_N$ over them therefore exceeds $T_N$ at the mean $t$. Spreading the flux evenly over $t$ from $0.5$ to $0.9$, with the mean still $0.70$, and integrating numerically gives $0.217$, an increase of $15\%$. The good channels carry more than their share.

\paragraph{Scattering inside the grains.} Suppose each boundary sends carriers out diffusely, with flux weight $2\mu\,d\mu$. With $\tau=10/200=0.05$, the part that crosses a gap without a collision is $2\int_0^1\mu e^{-\tau/\mu}d\mu$. If scattering is isotropic, about half of the remainder returns:
\begin{equation}
r_g\approx\frac12\Big(1-2\int_0^1\mu e^{-\tau/\mu}d\mu\Big)=0.0451 .
\end{equation}
A simulation of $400\,000$ random flights, repeated collisions included, gives $0.0450$. Each gap then acts as one more element in series, with ratio $0.0451/0.9549=0.047$. Nine gaps raise the total ratio from $4.29$ to about $4.71$, and $T_{10}$ falls to $0.175$, a decrease of $7.4\%$. For thicker grains this term grows, and bulk resistance eventually dominates.

\paragraph{Finite temperature difference.} With a rough Debye temperature of $640$~K, the Debye heat capacity rises by $1.4\%$ from $295$ to $305$~K. A linear rise cancels in the energy integrated over an interval centred on $300$~K, so the effect on $q$ is smaller still, for fixed $v$ and $t$.

\section{The model beside real silicon}

The parameters imply a bulk conductivity $Cv\Lambda/3=133$~W/(m\,K), near the rough $150$~W/(m\,K) of pure silicon at room temperature. The chosen $C$ is below the full heat capacity, roughly $1.6$~MJ/(m$^3$\,K), because optical phonons store heat but carry little of it in the bulk, where their paths are short. The single $\Lambda$ suits bulk conduction, which weights each phonon by $Cv\Lambda$. The flux through a thin stack weights it by $Cv$ alone, so phonons with paths of tens of nanometres or less, optical ones included, count for much more. The loss to scattering inside the grains is therefore likely well above the $7.4\%$ found with $\Lambda=200$~nm. One boundary has resistance $1/G_i\approx0.9$~m$^2$\,K/GW; grain boundaries in silicon are roughly of order $1$ in this unit. Two features are far from typical: evenly spaced parallel boundaries only $10$~nm apart, finer than in most polycrystalline films, and a flux near $1$~GW/m$^2$, which is $G_bT_{10}\Delta T$ and does not contain the thickness; it is large because the stack is too thin for bulk resistance to add much to that of the boundaries and contacts. Real boundaries also break the assumption of a single $t$. Elastic scattering at a rough boundary mixes directions but keeps each phonon's frequency, so frequencies with different $t$ remain separate channels. For the spread chosen above, this raises the conductance by $15\%$; a wider spread would raise it more. Within this model, adding boundaries to lower heat flow thus follows \eqref{eq:main} at each frequency, provided that the boundaries mix directions well, that the number of wave channels they mix far exceeds $N(1-t)/t$, and that the grain thickness divided by the mean free path stays far below $(1-t)/t$ at that frequency. Where $t$ is close to $1$, scattering inside even thin grains can outweigh the boundaries.
